\section*{How the Slope Boundary Travels on a Spiral Growth Hillock, part 1}

(Sections cited here and not found follow in the second part.)

\section{Steps whose speed does not depend on terrace width}

\textbf{Q.} A screw dislocation meets a growing crystal face and feeds a spiral hillock. I raise the supersaturation suddenly. The hillock had one slope before, and in the end it will have another. I do not see why there should be a boundary between the two. Why does the whole flank not steepen together?

\textbf{A.} The slope of a flank is a count of steps, and steps come from the centre. Take a ray from the dislocation outward, with $r$ the distance along it. Let $\rho(r,t)$ be the number of steps crossed per unit length of the ray, averaged over several terraces. The terrace width is $\lambda=1/\rho$. If each step has height $h$, the downward slope is $p=h\rho=h/\lambda$.

Between two radii $a<b$ no step begins or ends on the ray, provided that no islands nucleate on the terraces and no other dislocation emerges there. The number of crossings between $a$ and $b$ can then change in two ways: steps enter at $a$ or leave at $b$. If a crossing moves outward with speed $w$, the number passing a fixed radius per unit time is $\rho w$, so
\begin{equation}
\frac{d}{dt}\int_a^b\rho\,dr=(\rho w)_{r=a}-(\rho w)_{r=b}=-\int_a^b\frac{\partial(\rho w)}{\partial r}\,dr .
\end{equation}
This holds for every choice of $a$ and $b$, hence
\begin{equation}
\rho_t+(\rho w)_r=0, \label{eq:count}
\end{equation}
where subscripts $t$ and $r$ denote derivatives. To steepen a distant part of the flank, extra steps must travel there.

\textbf{Q.} The geometry is circular. A conservation law in a plane has a divergence with factors of $r$ in it. Where are they?

\textbf{A.} They belong to the conservation of something spread over area. Here the conserved quantity is the number of crossings on one ray. A circular step that grows becomes longer, but it still crosses the ray once. That is why \eqref{eq:count} has no factor $1/r$.

\textbf{Q.} Then put in the switch. What do the old steps do?

\textbf{A.} Let the relative supersaturation be $\sigma_1$ before $t=0$ and $\sigma_2>0$ after it, uniform over the face. A straight step has speed $v_1$ before and $v_2$ after. Assume that this speed depends on $\sigma$ but not on $\lambda$, and ignore step curvature for the moment. After the switch every crossing moves with $w=v_2$. This constant comes out of the derivative in \eqref{eq:count}:
\begin{equation}
\rho_t+v_2\rho_r=0,\qquad \rho(r,t)=F(r-v_2t). \label{eq:advect}
\end{equation}
The second form is the general solution, since $F_t=-v_2F'$ and $F_r=F'$. The pattern of terraces moves outward rigidly.

The function $F$ has two parts. For $r>v_2t$ the argument is positive, and $F$ is fixed by the profile present at $t=0$, which is the old density $\rho_1$. For $r<v_2t$ it is fixed by what the centre has emitted since the switch. If the centre emits steps with the new density $\rho_2$, then
\begin{equation}
\rho=\begin{cases}\rho_2,& r<v_2t,\\ \rho_1,& r>v_2t.\end{cases}\label{eq:two}
\end{equation}
The boundary is at $r=v_2t$. Its speed is the new step speed.

\textbf{Q.} You have old terraces moving at a new speed. I would have expected the old region to keep its old speed.

\textbf{A.} It keeps its old widths. Speed is a response to the present supersaturation, and all steps feel the same change. Two neighbouring old steps speed up together, so the distance between them does not change. The terrace width records the conditions under which the steps were emitted.

\textbf{Q.} Does the crystal then grow at one rate outside and at another inside? A gap might open at the boundary.

\textbf{A.} The rates differ, and the surface remains continuous. Let $Z_0$ be the height of the apex at $t=0$, with the continuous flank extrapolated to $r=0$. The old profile is $Z_0-p_1r$. Each passage of a step raises the surface by $h$, so the local growth rate is $h\rho v_2=pv_2$. Outside the boundary,
\begin{equation}
z_{\rm out}=Z_0-p_1r+p_1v_2t=Z_0-p_1(r-v_2t).
\end{equation}
Inside, the apex has risen by $p_2v_2t$, and the surface falls from it with slope $p_2$:
\begin{equation}
z_{\rm in}=Z_0+p_2v_2t-p_2r=Z_0-p_2(r-v_2t).
\end{equation}
Both expressions equal $Z_0$ at $r=v_2t$. The boundary therefore stays at the height that the apex had when the supersaturation changed. In this model it follows one particular step, the one leaving the centre at that moment.

\textbf{Q.} You assumed that the centre emits a new density. What chooses it?

\textbf{A.} Step curvature does. Let $\gamma$ be the energy of the step riser per unit area, $\Omega$ the volume of a molecule in the crystal, and $\kappa$ the curvature, positive for a step bulging in its direction of advance. When the step sweeps an area $dA$, its length grows by $\kappa\,dA$, which costs $\gamma h\kappa\,dA$. The number of molecules added is $h\,dA/\Omega$, so the cost per molecule is $\Omega\gamma\kappa$. For small $\sigma$ the driving energy per molecule is $k_BT\sigma$, and what remains is
\begin{equation}
k_BT\sigma-\Omega\gamma\kappa=k_BT\sigma(1-r_c\kappa),\qquad r_c=\frac{\Omega\gamma}{k_BT\sigma}.
\end{equation}
If the speed is proportional to this remainder, the normal speed of a curved step is
\begin{equation}
v_n=v(1-r_c\kappa). \label{eq:gt}
\end{equation}
A circular step of radius $r_c$ stands still, so $r_c$ is the critical radius.

\textbf{Q.} That is a law for a piece of step. I want the spiral.

\textbf{A.} Describe one isotropic spiral by its polar angle $\phi=\psi(r,t)$. It rotates toward larger $\phi$, and its outer parts trail, so $\psi_r<0$. Put $G=\phi-\psi(r,t)$. The step is the line $G=0$, and it advances toward $G>0$. The gradient has radial part $-\psi_r$ and angular part $1/r$. Its length is $\sqrt g/r$, with
\begin{equation}
g=1+r^2\psi_r^2 .
\end{equation}
A point that stays on the step obeys $G_t+v_n|\nabla G|=0$. Since $G_t=-\psi_t$, this gives $v_n=r\psi_t/\sqrt g$.

The curvature is the divergence of the unit normal; for an expanding circle this is $1/r$, which confirms the sign. The radial part of the normal is $-r\psi_r/\sqrt g$, and its angular part does not depend on $\phi$. Thus
\begin{align}
\kappa&=-\frac1r\frac{\partial}{\partial r}\left(\frac{r^2\psi_r}{\sqrt g}\right)\nonumber\\
&=-\frac{(2r\psi_r+r^2\psi_{rr})g-r^2\psi_r(r\psi_r^2+r^2\psi_r\psi_{rr})}{r\,g^{3/2}}\nonumber\\
&=-\frac{r\psi_{rr}+2\psi_r+r^2\psi_r^3}{g^{3/2}} .
\end{align}
The second line uses $g_r=2(r\psi_r^2+r^2\psi_r\psi_{rr})$. In the third, the terms $r^4\psi_r^2\psi_{rr}$ cancel, and $2r^3\psi_r^3-r^3\psi_r^3$ leaves $r^3\psi_r^3$. Inserting $\kappa$ in \eqref{eq:gt} and multiplying by $\sqrt g$ gives
\begin{equation}
r\psi_t=v\left[\sqrt g+r_c\frac{r\psi_{rr}+2\psi_r+r^2\psi_r^3}{g}\right]. \label{eq:spiral}
\end{equation}
At $r=0$ the left side vanishes for a finite rotation rate. The bracket becomes $1+2r_c\psi_r$, so $\psi_r(0,t)=-1/(2r_c)$. The curvature there is $1/r_c$, and the end of the step is at rest at the dislocation.

\textbf{Q.} How does a terrace width follow from that?

\textbf{A.} Look for steady rotation, $\psi=\omega t+f(r)$, and measure length in critical radii, $s=r/r_c$. With $g=1+s^2f_s^2$, equation \eqref{eq:spiral} becomes
\begin{equation}
Ks=\sqrt g+\frac{sf_{ss}+2f_s+s^2f_s^3}{g},\qquad K=\frac{\omega r_c}{v}. \label{eq:eigen}
\end{equation}
No material parameter is left. The slope must be $f_s=-1/2$ at the centre and must approach a constant far away. There $\sqrt g\simeq s|f_s|$, while the other term stays bounded, so $|f_s|\to K$. Both conditions can be met for a particular $K$.

I found it by shooting: \eqref{eq:eigen} was integrated outward from the centre and inward from $s=60$, and $K$ was adjusted until the slopes met at $s=2$. The result is $K=0.3310$. Successive turns on a ray differ by $2\pi$ in $\psi$, so $\lambda|\psi_r|=2\pi$, and
\begin{equation}
\lambda=\frac{2\pi r_c}{K}=18.985\,r_c . \label{eq:width}
\end{equation}
Since $r_c\propto1/\sigma$, the slope emitted by a single spiral is proportional to $\sigma$, as long as the step ends at a point and the dislocation brings no length of its own, such as the radius of a hollow core.

\textbf{Q.} But curvature changes the speed of the outer turns too. Then $w$ is not $v$.

\textbf{A.} It approaches $v$. A crossing stays on a line of constant $\psi$, apart from multiples of $2\pi$, so $\psi_t+\psi_rw=0$. Let $m=-\psi_r=2\pi\rho$. Then $w=\psi_t/m$. For $rm\gg1$ the first term in the bracket of \eqref{eq:spiral} is $rm$, and the leading part of the second is $-r_cm$. Dividing by $rm$ gives
\begin{equation}
w=v\left(1-\frac{r_c}{r}\right)+\text{terms of relative order }r^{-2}. \label{eq:w}
\end{equation}
With this $w$, multiply \eqref{eq:count} by $w(r)$. The step rate $j=\rho w$ obeys $j_t+wj_r=0$ and is carried outward at speed $w$. The boundary therefore follows $dr/dt=v_2(1-r_{c2}/r)$. Since $r/(r-r_{c2})=1+r_{c2}/(r-r_{c2})$, its travel time from $a$ to $b$ is
\begin{equation}
t_{ab}=\frac1{v_2}\left[b-a+r_{c2}\ln\frac{b-r_{c2}}{a-r_{c2}}\right]. \label{eq:lag}
\end{equation}
The lag behind a straight step grows logarithmically. Compared with the distance travelled, it tends to zero. The claim about the boundary speed is thus a statement for $r\gg r_{c2}$.

\textbf{Q.} The term with $\psi_{rr}$ looks like diffusion. Will it not spread the boundary over the whole flank?

\textbf{A.} Its coefficient in $\psi_t$ is $vr_c/g$, which is about $vr_c/(rm)^2$ far out. Treat $m$ as a constant between its old and new values, and use $dt\simeq dr/v$. The variance of the boundary profile then grows beyond radius $a$ by
\begin{equation}
2\int\frac{vr_c}{r^2m^2}\,dt\simeq\frac{2r_c}{m^2}\int_a^b\frac{dr}{r^2}<\frac{2r_c}{m^2a}.
\end{equation}
The spreading has a finite limit, in this estimate.

\textbf{Q.} There remains the moment when the core changes from one rotation to the other. I do not trust a far-field formula there.

\textbf{A.} I solved the full equation \eqref{eq:spiral} numerically, with finite differences in $r$ at a spacing of $0.25\,r_{c1}$ and an adaptive integration in time. The spiral first settled at $\sigma_1$. Then $\sigma$ was multiplied by $1.5$, which multiplies $v$ by $1.5$ and divides $r_c$ by $1.5$. The boundary was taken where the local step rate lies midway between its inner and outer values.

From $r=40\,r_{c1}$ to $160\,r_{c1}$ its mean speed was $1.488\,v_1$. Equation \eqref{eq:lag} also gives $1.488\,v_1$, and $v_2$ is $1.500\,v_1$. During the passage the apex rose by $9.56$ step heights, while the height at the boundary changed by $0.007$ step heights. The boundary stayed with its step.

\textbf{Q.} And if the supersaturation falls?

\textbf{A.} The derivation did not use the sign of the change. With $\sigma$ divided by $1.5$, $v_2=0.667\,v_1$. The numerical mean speed was $0.6546\,v_1$, and \eqref{eq:lag} gives $0.6551\,v_1$. The lag behind $v_2t$ at $160\,r_{c1}$ was $1.79\,r_{c1}$, against $1.41\,r_{c1}$ for the rise. These lags contain both the effect of curvature on the outer turns and the adjustment of the core. Together they stay below two old critical radii at this distance.

When step speed does not depend on terrace width, the boundary between the old and new slopes moves outward at the new step speed and stays with one step, apart from a curvature lag that becomes negligible compared with the distance travelled. It remains to see what happens when closely spaced steps compete for material, and how well the simple law serves for a crystal grown from solution.

All numerical values are calculated from the stated model.
